Mode-space quantum transport: exact separation and the coupling of varying modes

An electron of constant effective mass m moves along x through a film 0 < y < W with hard walls. Momentum along the third direction is zero, and transmissions are per spin. With c = ħ²/(2m), the Hamiltonian is

H = −c ∂²/∂x² + h(x),  h(x) = −c ∂²/∂y² + U(x,y).

Transport is ballistic: the only self-energies are those of two uniform leads, which continue the end cross-sections of the device. Brackets ⟨f|g⟩ denote integrals over y at fixed x, and a prime denotes d/dx.

**(a) Let W be constant and U(x,y) = U_L(x) + U_T(y). Show what happens to the Green function, the contacts, the transmission and the injected density when they are written in transverse modes.**

Take the real orthonormal modes of the fixed transverse problem,

(−c ∂²/∂y² + U_T) χ_n = ε_n χ_n,

and write ψ(x,y) = Σ_n φ_n(x) χ_n(y). Since χ_n does not depend on x, the x-derivatives act on φ_n alone. Projection on χ_m gives

H_mn = δ_mn [−c d²/dx² + U_L(x) + ε_n].

The longitudinal potential may have any shape, because ⟨χ_m|U_L(x)|χ_n⟩ = U_L(x) δ_mn.

To treat the contacts, divide x into slices of spacing a, with hopping −t and t = c/a². The hopping is the same for every y, so it is also diagonal in n. In a lead with constant potential u, mode n has the dispersion

E = ε_n + u + 2t(1 − cos k_n a).

The Hamiltonian of the isolated semi-infinite lead is diagonal in the modes, hence so is its retarded surface function g. Adding one more slice to the lead reproduces the same lead, so

1/g_n = E − ε_n − u − 2t − t² g_n.

The choice g_n = −exp(ik_n a)/t satisfies this, because 1/g_n + t² g_n = −2t cos k_n a. It is the outgoing or decaying solution. Therefore

Σ_n = t² g_n = −t exp(ik_n a),
Γ_n = i(Σ_n − Σ_n*) = 2t sin k_n a for an open mode, and 0 for a closed one.

Every term of E − H − Σ_S − Σ_D is now diagonal in n, and so is its inverse: G_mn = δ_mn G_n. With S and D labelling the source and drain slices,

T = Tr[Γ_D G_DS Γ_S G_DS†] = Σ_n Γ_n^D |G_n(D,S)|² Γ_n^S.

The source-injected spectral density, the diagonal of G Γ_S G†, is

Σ_n χ_n(y)² |G_n(x,S)|² Γ_n^S.

There are no cross terms χ_mχ_n, so the local density separates as well as the current. Apart from the division of x into slices, nothing has been approximated.

The conditions matter. If c depended on y, the kinetic term would contain ⟨χ_m|c(y)|χ_n⟩, which need not be diagonal. A scattering self-energy would also have to be diagonal in the modes.

For numbers, take m = 0.2 m_e and W = 6 nm, so c = 0.1905 eV nm². Let s(x) be a gate profile that rises from 0 to 1 as a squared sine between x = 1 and 4 nm, stays at 1 for 8 nm, and falls back between 12 and 15 nm. The separable example has a transverse slope of 0.05 eV/nm everywhere, a barrier of 0.10 eV times s(x), and a smooth drop of 0.05 eV towards the drain. At E = 0.30 eV, on a grid of spacing 0.25 nm, wave recursion along two separate chains gives

T = 0.996 + 0.536 = 1.532.

Inverting the full real-space matrix, without using modes, gives the same total to within 10⁻⁵.

**(b) Is a uniform geometry enough? Let U be general, with W still constant, and find when the modes stay fixed along x.**

Define local modes by h(x)χ_n(y;x) = ε_n(x)χ_n(y;x), real, normalized, nondegenerate and smooth in x. Their change along x is measured by

A_mn(x) = ⟨χ_m|∂χ_n/∂x⟩.

Differentiating ⟨χ_m|χ_n⟩ = δ_mn gives A_nm + A_mn = 0, so A is antisymmetric and A_nn = 0. Differentiating the eigenvalue equation gives

(∂U/∂x)χ_n + h ∂χ_n/∂x = ε_n′ χ_n + ε_n ∂χ_n/∂x.

Project on χ_m with m ≠ n. The walls are fixed, so ∂χ_n/∂x vanishes on them and h can act to the left, giving ε_m A_mn. Hence

A_mn = ⟨χ_m|∂U/∂x|χ_n⟩/(ε_n − ε_m).

Now set n = 1, multiply by the energy difference, square, and sum over m ≠ 1. Completeness gives

Σ_m (ε_1 − ε_m)² A_m1² = ⟨χ_1|(∂U/∂x)²|χ_1⟩ − ⟨χ_1|∂U/∂x|χ_1⟩².

The right side is the variance of ∂U/∂x with weight χ_1². If the modes are fixed, A = 0 and the variance vanishes. The lowest mode has no node inside the film, so ∂U/∂x cannot depend on y. Integration over x gives U = U_L(x) + U_T(y).

Separability is therefore necessary as well as sufficient for fixed modes; a constant thickness alone is not enough. A gate whose transverse field changes along the channel violates it. As an example used from here on, take

U(x,y) = s(x)[0.10 eV + (0.05 eV/nm)(y − W/2)].

At x = 2.2 nm the variance is 7.11×10⁻⁴ (eV/nm)², with square root 0.0267 eV/nm. On the y grid described in (e), the lead spacing is ε_2 − ε_1 = 0.20772 − 0.05215 = 0.1556 eV; for continuous y it is 0.1567 eV. Dividing the square root of the variance by this spacing estimates |A_21| as 0.17 /nm. The local modes give 0.167 /nm.

**(c) Derive the exact equation for the amplitudes in the local modes.**

Let φ_m = ⟨χ_m|ψ⟩. For any function g(x,y) with components g_m = ⟨χ_m|g⟩, the product rule gives

⟨χ_m|∂g/∂x⟩ = g_m′ − ⟨∂χ_m/∂x|g⟩.

Expanding g in the complete local set,

⟨∂χ_m/∂x|g⟩ = Σ_n A_nm g_n = −Σ_n A_mn g_n.

Thus

⟨χ_m|∂g/∂x⟩ = g_m′ + Σ_n A_mn g_n = (Dg)_m,  D = d/dx + A.

Use this first with g = ψ, then with g = ∂ψ/∂x. The result is ⟨χ_m|∂²ψ/∂x²⟩ = (D²φ)_m. Since ψ and χ_m vanish at the walls, ⟨χ_m|hψ⟩ = ε_m φ_m. The Schrödinger equation becomes

−c[(d/dx + A)²φ]_m + ε_m(x)φ_m = Eφ_m.

Expanding the square, with attention to the derivative of A,

(d/dx + A)²φ = φ″ + 2Aφ′ + A′φ + A²φ.

The coupling added to the uncoupled local-mode equations is therefore

C_mn = −c[2A_mn d/dx + A′_mn + (A²)_mn].

Its first term depends on the longitudinal motion, so it is not an ordinary potential. The diagonal part of C is an ordinary potential, because A_nn = 0 and

−c(A²)_nn = −c Σ_k A_nk A_kn = c Σ_k A_kn² ≥ 0.

This is the kinetic cost of reshaping the mode. For mode 1 at x = 2.2 nm it is 5.3 meV.

On a lattice the same coupling sits in the hopping. If the columns of V_i are the modes of slice i, the hopping becomes −tS with

S = V_iᵀV_{i+1} = 1 + aA + O(a²).

In the separable case S = 1.

**(d) Let U = 0 and let one wall move, 0 < y < W(x). Does the equation survive, and what is A?**

Differentiating ⟨χ_m|g⟩ now adds the boundary term W′χ_m(W)g(W). It vanishes because χ_m(W) = 0, even when g = ∂ψ/∂x is not zero there. The expansion of ⟨∂χ_m/∂x|g⟩ needs only square-integrable functions. The equation of (c) therefore holds. The matrix-element formula of (b) does not, because ∂χ_n/∂x is nonzero on the moving wall. Start instead from

χ_n = √(2/W) sin(nπy/W),
∂χ_n/∂x = −(W′/W)[χ_n/2 + y ∂χ_n/∂y].

For m ≠ n the first term drops out by orthogonality:

A_mn = −(W′/W)(2/W)(nπ/W) ∫₀^W y sin(mπy/W) cos(nπy/W) dy.

The product of sine and cosine is half the sum of sines with indices m+n and m−n, and ∫₀^W y sin(jπy/W) dy = −W²(−1)^j/(jπ). Both indices have the same parity, so the integral is

−(W²/2π)(−1)^{m+n}[1/(m+n) + 1/(m−n)] = −(W²/2π)(−1)^{m+n} 2m/(m²−n²).

Hence

A_mn = (W′/W)(−1)^{m+n} 2mn/(m² − n²).

The diagonal energy needs Σ_k A_kn² = ⟨∂χ_n/∂x|∂χ_n/∂x⟩. Integration by parts gives ⟨χ_n|y ∂χ_n/∂y⟩ = −1/2. Also

⟨y ∂χ_n/∂y|y ∂χ_n/∂y⟩ = (2/W)(nπ/W)²[W³/6 + W³/(4n²π²)] = n²π²/3 + 1/2.

Adding 1/4 − 1/2 + n²π²/3 + 1/2,

Σ_k A_kn² = (W′/W)²(n²π²/3 + 1/4).

For W′ = 0.1 and W = 6 nm, A_21 = −(0.1/6)(4/3) = −0.0222 /nm, and the diagonal energy of mode 1 is 0.19 meV.

**(e) Put the equation in a form that can be integrated stably, show that it conserves flux, and apply it to the gated film of (b).**

Let π = Dφ and let K be the diagonal matrix with elements (ε_n − E)/c. Then

φ′ = π − Aφ,  π′ = Kφ − Aπ.

The particle flux is (2c/ħ) Im(φ†π). Using Aᵀ = −A,

(φ†π)′ = (π† + φ†A)π + φ†(Kφ − Aπ) = π†π + φ†Kφ.

This is real, so the flux is constant. The argument also holds for a finite set of modes, because a truncated A is still antisymmetric.

Direct integration would let growing evanescent solutions swamp the others. Write π = Yφ instead. Then Y′φ = π′ − Yφ′ gives

Y′ = K − AY + YA − Y².

At the drain Y = ik_D, where k_D is the diagonal matrix of wave numbers and a closed mode has k = iκ. Integration runs towards the source, the direction in which errors in closed modes decay. A mode that is closed in the drain but open inside the device can give Y poles, where this form fails; the gated film has no such mode. At the source end, unit incoming waves give φ = 1 + r and π = ik_S(1 − r), so

r = (Y + ik_S)⁻¹(ik_S − Y).

A matrix Q with φ(L) = Q(x)φ(x), L being the drain end, obeys Q′ = −Q(Y − A) and Q(L) = 1. For open modes,

T_nm = (k_n^D/k_m^S) |[Q(1 + r)]_nm|².

The numbers below use 23 interior grid points in y, eight modes and fourth-order Runge–Kutta steps of 0.05 nm. "Uncoupled" keeps ε_n(x) but drops A entirely.

E = 0.12 eV: total T = 0.00592 coupled, 0.00644 uncoupled.
E = 0.25 eV: total T = 0.9957 coupled, 0.9919 uncoupled; T_21 = 0.0724.
E = 0.40 eV: total T = 1.9644 coupled, 1.9676 uncoupled; T_21 = 0.0554.

A real-space Green function on the same y grid, extrapolated to zero x spacing, gives the same coupled totals to the digits shown. This agreement does not test the y grid itself, which lowers the second mode energy by about 1 meV. With continuous y, the coupled total at 0.12 eV is 0.0057 and T_21 at 0.40 eV is 0.049.

Under the full gate the first two mode energies are 0.134 and 0.312 eV. At 0.12 eV the electron tunnels, and the uncoupled result is 9% too large relative to the coupled one. At 0.25 eV two modes are open in the leads but one under the gate. The total changes by only 0.4%, yet 7% of the flux entering in mode 1 is transmitted into mode 2, a process absent from the uncoupled calculation. A good total transmission is thus no proof that the modes are uncoupled.

Few modes are needed here. At 0.40 eV, two coupled modes give T_21 = 0.0547 and three give 0.0554.

**(f) Find the conversion for weak coupling, and decide when a smooth edge suppresses it.**

Let A be small and vanish at both ends, and let the wave numbers be nearly constant. For the incoming wave φ_m = exp(ik_m x), the first-order equation for n ≠ m is

φ_n″ + k_n²φ_n = −(2ik_m A_nm + A′_nm) exp(ik_m x),

since A² is of second order. The outgoing Green function of the left side is exp(ik_n|x−x′|)/(2ik_n). With q = k_m − k_n, integration by parts replaces A′_nm by −iq A_nm, and 2ik_m − iq = i(k_m + k_n). The transmitted amplitude is

−[(k_m + k_n)/(2k_n)] ∫A_nm exp(iqx) dx.

Multiplying its squared modulus by the flux ratio k_n/k_m,

T_nm = [(k_m + k_n)²/(4k_m k_n)] |∫A_nm exp(iqx) dx|².

The formula fails near a threshold, where a wave number tends to zero and the prefactor diverges.

For one squared-sine edge of length ℓ, ds/dx = (π/2ℓ)cos(πu/ℓ), with u measured from the edge centre. Its Fourier integral is

F = cos(qℓ/2)/[1 − (qℓ/π)²].

A short edge has F → 1: the conversion is then set by the total change of the modes. For qℓ > π the probability, relative to its short-edge value, oscillates with ℓ below the envelope 1/[(qℓ/π)² − 1]², which approaches (π/qℓ)⁴ for qℓ ≫ π. Smoothness therefore requires ℓ to be long compared with π/|q|.

Take the gated film without its barrier, with a slope of only 0.001 eV/nm, at E = 0.30 eV. From k_n = √[(E − ε_n)/c], k_1 = 1.141 and k_2 = 0.696 /nm, so 1/q = 2.2 nm. The matrix element of y between modes 1 and 2 has magnitude 16W/(9π²) = 1.081 nm, so each edge has strength 0.001 × 1.081/0.1556 = 0.00695. Here F = 0.958 for ℓ = 3 nm. The two edges have opposite signs and centres 11 nm apart, which gives the interference factor 2|sin(11q/2)| = 1.28. With the prefactor 1.062,

T_21 ≈ 1.062 × (0.00695 × 0.958 × 1.28)² ≈ 7.7×10⁻⁵.

The real-space calculation on the y grid of (e), whose mode energies are used here, also gives 7.7×10⁻⁵. With continuous y the result is 7.2×10⁻⁵.

A single junction removes the interference between edges. For the larger slope of 0.05 eV/nm, again without a barrier and at 0.30 eV, the coupled equation gives

ℓ = 2 nm: T_21 = 0.10
ℓ = 10 nm: T_21 = 0.036
ℓ = 20 nm: T_21 = 3.2×10⁻⁴
ℓ = 40 nm: T_21 = 8.4×10⁻⁵

These values use the y grid of (e); with continuous y they are 0.10, 0.035, 2.8×10⁻⁴ and 8.0×10⁻⁵. In both cases the conversion at 40 nm is smaller than at 2 nm by a factor of about 1200. The fall is not monotonic, because the conversion oscillates with ℓ under a decreasing envelope: with continuous y it is about 5×10⁻⁴ at 26 nm and about 1×10⁻⁵ at 34 nm. The weak-coupling factor F² is only a rough guide at this slope, because the modes, their energy spacing and the wave numbers all change along the junction. In this model, edges of a few nanometres are not adiabatic. With several open modes and such short edges, uncoupled modes are a safe choice for the mode-resolved transmission only if the modes themselves change little, even where the total transmission is accurate. Interference between two edges can still suppress the conversion at particular energies: with continuous y, T_21 of the gated film is 0.0006 at 0.37 eV, against 0.049 at 0.40 eV.
